# Holding dopant totals fixed in defect and charge equilibrium: test program

```python
"""
Charge neutrality with fixed dopant totals.
Result under test: for defects j with dopant counts n_jX, charge q_j and
  c_j = N g_j exp(sum_X n_jX u_X - (E_j + q_j EF)/kT),   u_X = mu_X/kT,
the totals C_X fix a unique u at each Fermi level EF; the scaled update
  u_X += ln(C_X/T_X)/m   (T_X: current total, m: most dopant atoms per defect)
always converges; and the net charge at fixed totals falls with EF, so that a
bracketed search finds the one neutral state.
Energies in eV from the valence edge, concentrations in cm^-3.
The antimony/silicon numbers are rough or chosen model parameters.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

TEMP = 1073.0
KT = const.k * TEMP / const.e
GAP = 0.85
SITES, NC, NV = 5.0e22, 1.9e20, 2.1e20
TOTALS = np.array([1.0e20, 2.0e19])          # Sb, acceptor A
PAIR_BINDING = 0.30
VACANCY = 3.2
CLUSTER = {1: 2.0, 2: 0.7, 3: -0.7, 4: -2.3}  # neutral Sb_nV, see E below

# name, Sb atoms, A atoms, charge, multiplicity, energy at EF = 0, sites used
SPECIES = [
    ("Sb+", 1, 0, 1, 1, 0.0, 1),
    ("A-", 0, 1, -1, 1, 0.0, 1),
    ("SbA 0", 1, 1, 0, 4, -PAIR_BINDING, 2),
    ("V 0", 0, 0, 0, 1, VACANCY, 1),
    ("V -", 0, 0, -1, 1, VACANCY + 0.45, 1),
    ("V 2-", 0, 0, -2, 1, VACANCY + 0.45 + 0.65, 1),
]
for size, free_energy in CLUSTER.items():
    SPECIES.append((f"Sb{size}V 0", size, 0, 0, math.comb(4, size),
                    free_energy + size * GAP, size + 1))
    if size <= 2:
        level = {1: 0.5, 2: 0.6}[size]
        SPECIES.append((f"Sb{size}V -", size, 0, -1, math.comb(4, size),
                        free_energy + size * GAP + level, size + 1))
NAMES = [s[0] for s in SPECIES]
ATOMS = np.array([[s[1], s[2]] for s in SPECIES], float)
CHARGE = np.array([s[3] for s in SPECIES], float)
MULT = np.array([s[4] for s in SPECIES], float)
ENERGY = np.array([s[5] for s in SPECIES], float)
SITES_USED = np.array([s[6] for s in SPECIES], float)
DOPED = ATOMS.sum(axis=1) > 0
M_MAX = ATOMS.sum(axis=1).max()
I_SB, I_A, I_PAIR, I_SB4V = [NAMES.index(x)
                             for x in ("Sb+", "A-", "SbA 0", "Sb4V 0")]

STEP = 0.05
NODES = np.arange(0.0, 14.0, STEP)


def fermi_half(eta):
    """Normalized Fermi integral of order 1/2 (x = t^2, trapezoid rule)."""
    return 4 / math.sqrt(math.pi) * STEP * np.sum(
        NODES**2 * expit(eta - NODES**2))


def carriers(ef, lowering=0.0, boltzmann=False):
    f = math.exp if boltzmann else fermi_half
    return (NC * f((ef - GAP + lowering) / KT),
            NV * f((-ef + lowering) / KT))


def concentrations(u, ef, energy=ENERGY):
    with np.errstate(over="ignore"):
        return SITES * MULT * np.exp(ATOMS @ u - (energy + CHARGE * ef) / KT)


def potential(u, ef, totals, energy=ENERGY):
    return concentrations(u, ef, energy)[DOPED].sum() - totals @ u


def log_jacobian(c):
    matrix = (ATOMS.T * c) @ ATOMS
    return matrix / (ATOMS.T @ c)[:, None]


def isolated_guess(ef, totals, energy=ENERGY):
    iso = [I_SB, I_A]
    return np.log(totals / SITES) + (energy[iso] + CHARGE[iso] * ef) / KT


def solve_totals(ef, totals, energy=ENERGY):
    u = isolated_guess(ef, totals, energy)
    for iteration in range(1000):
        c = concentrations(u, ef, energy)
        residual = np.log(totals / (ATOMS.T @ c))
        if np.max(np.abs(residual)) < 1e-11:
            return u, c, iteration
        scaled = u + residual / M_MAX
        newton = u + np.linalg.solve(log_jacobian(c), residual)
        margin = 1e-12 * totals.sum()
        better = (potential(newton, ef, totals, energy)
                  <= potential(scaled, ef, totals, energy) + margin)
        u = newton if better else scaled
    raise RuntimeError("dopant totals not reached")


def solve_neutrality(totals=TOTALS, energy=ENERGY, lowering=0.0,
                     boltzmann=False):
    inner_counts = []

    def net_charge(ef):
        _, c, count = solve_totals(ef, totals, energy)
        inner_counts.append(count)
        n, p = carriers(ef, lowering, boltzmann)
        return p - n + CHARGE @ c

    low, high = 0.0, GAP
    while net_charge(low) < 0:
        low -= 0.2
    while net_charge(high) > 0:
        high += 0.2
    ef = brentq(net_charge, low, high, xtol=1e-13, rtol=1e-13)
    u, c, _ = solve_totals(ef, totals, energy)
    n, p = carriers(ef, lowering, boltzmann)
    return dict(ef=ef, u=u, c=c, n=n, p=p, counts=inner_counts)


base = solve_neutrality()
EF, U, C = base["ef"], base["u"], base["c"]


# Carrier integral against adaptive quadrature in the energy variable
def fermi_quad(eta):
    value = quad(lambda x: math.sqrt(x) * expit(eta - x), 0, 80,
                 epsabs=1e-13, epsrel=1e-11, limit=300)[0]
    return 2 / math.sqrt(math.pi) * value


for eta in (-4.0, -1.0, 0.5, 4.0):
    assert abs(fermi_half(eta) / fermi_quad(eta) - 1) < 1e-7


# Separate road: eliminate the acceptor, then find all polynomial roots
def polynomial_state(ef):
    weight = SITES * MULT * np.exp(-(ENERGY + CHARGE * ef) / KT)
    unit = TOTALS[0] / weight[I_SB]
    series = np.zeros(5)
    series[0] = -1.0
    for j in range(len(SPECIES)):
        k = int(ATOMS[j, 0])
        if k > 0 and ATOMS[j, 1] == 0:
            series[k] += k * weight[j] * unit**k / TOTALS[0]
    pair_ratio = weight[I_PAIR] * unit / weight[I_A]
    poly = np.convolve(series, [1.0, pair_ratio])
    poly[1] += pair_ratio * TOTALS[1] / TOTALS[0]
    roots = np.roots(poly[::-1])
    good = [r.real for r in roots
            if r.real > 0 and abs(r.imag) < 1e-9 * abs(r)]
    assert len(good) == 1
    x = good[0]
    y = TOTALS[1] / (weight[I_A] * (1 + pair_ratio * x))
    return weight * (x * unit)**ATOMS[:, 0] * y**ATOMS[:, 1]


def polynomial_charge(ef):
    return (NV * fermi_quad(-ef / KT) - NC * fermi_quad((ef - GAP) / KT)
            + CHARGE @ polynomial_state(ef))


ef_other = brentq(polynomial_charge, 0.4, 1.0, xtol=1e-12)
assert abs(ef_other - EF) < 1e-7
assert np.allclose(polynomial_state(ef_other), C, rtol=1e-5, atol=0)


# Canonical sums with exactly fixed numbers of dopant atoms
def canonical_ratios(n_sb):
    n_a = round(n_sb * TOTALS[1] / TOTALS[0])
    volume = n_sb / TOTALS[0]
    z = volume * concentrations(isolated_guess(EF, TOTALS), EF)
    members = [(j, int(ATOMS[j, 0]), int(ATOMS[j, 1]))
               for j in range(len(SPECIES)) if DOPED[j]]
    part = np.zeros((n_sb + 1, n_a + 1))
    part[0, 0] = 1.0
    for a in range(n_sb + 1):
        for b in range(n_a + 1):
            if a + b == 0:
                continue
            total = 0.0
            for j, da, db in members:
                if da <= a and db <= b:
                    total += (da if a > 0 else db) * z[j] * part[a-da, b-db]
            part[a, b] = total / (a if a > 0 else b)
    result = []
    for j in (I_SB, I_PAIR, I_SB4V):
        da, db = ATOMS[j].astype(int)
        mean = z[j] * part[n_sb - da, n_a - db] / part[n_sb, n_a]
        result.append(mean / (volume * C[j]))
    return np.array(result)


small, large = canonical_ratios(100), canonical_ratios(200)
extrapolated = 2 * large - small
assert np.max(np.abs(extrapolated - 1)) < 3e-3
assert abs(large[0] - 1) < 0.65 * abs(small[0] - 1)

# Guaranteed descent of the scaled update from random starts
rng = np.random.default_rng(4)
for _ in range(200):
    start = U + rng.uniform(-3, 3, 2)
    now = ATOMS.T @ concentrations(start, EF)
    after = start + np.log(TOTALS / now) / M_MAX
    drop = potential(start, EF, TOTALS) - potential(after, EF, TOTALS)
    bound = np.sum(TOTALS * np.log(TOTALS / now) - TOTALS + now) / M_MAX
    assert drop >= bound - 1e-10 * (TOTALS.sum() + now.sum())
    assert bound >= 0


# Convergence rate of the scaled update and failure of the undamped one
def iterate(start, divisor, steps):
    path = [start]
    for _ in range(steps):
        now = ATOMS.T @ concentrations(path[-1], EF)
        path.append(path[-1] + np.log(TOTALS / now) / divisor)
    return np.array(path)


eigen = np.linalg.eigvals(log_jacobian(C)).real
predicted_rate = np.max(np.abs(1 - eigen / M_MAX))
path = iterate(isolated_guess(EF, TOTALS), M_MAX, 200)
error = np.linalg.norm(path - U, axis=1)
measured_rate = (error[40] / error[30])**0.1
assert abs(measured_rate - predicted_rate) < 2e-3
path_residual = np.array([np.max(np.abs(np.log(
    TOTALS / (ATOMS.T @ concentrations(v, EF))))) for v in path])
assert path_residual.min() < 1e-11
scaled_steps = int(np.argmax(path_residual < 1e-11))
assert eigen.max() > 2
undamped = iterate(U + 1e-3, 1.0, 200)
undamped_residual = max(np.max(np.abs(np.log(
    TOTALS / (ATOMS.T @ concentrations(v, EF))))) for v in undamped[-10:])
assert undamped_residual > 0.1

# Slope of defect charge at fixed totals, and monotonic net charge
b_vector = ATOMS.T @ (CHARGE * C)
m_matrix = (ATOMS.T * C) @ ATOMS
slope_fixed_mu = -(CHARGE**2 @ C) / KT
slope_formula = slope_fixed_mu + b_vector @ np.linalg.solve(
    m_matrix, b_vector) / KT
h = 1e-4
slope_numeric = (CHARGE @ solve_totals(EF + h, TOTALS)[1]
                 - CHARGE @ solve_totals(EF - h, TOTALS)[1]) / (2 * h)
assert abs(slope_numeric / slope_formula - 1) < 1e-4
scan = []
for ef in np.linspace(-0.4, 1.3, 80):
    n, p = carriers(ef)
    scan.append(p - n + CHARGE @ solve_totals(ef, TOTALS)[1])
assert np.all(np.diff(scan) < 0)

# Total-antimony sweep
sweep = []
for total in (3e19, 5e19, 1e20, 2e20, 3e20):
    s = solve_neutrality(np.array([total, TOTALS[1]]))
    sweep.append((total, s["ef"], s["n"], s["c"][I_SB] / total))
assert np.all(np.diff([row[3] for row in sweep]) < 0)
assert np.all(np.diff([row[2] for row in sweep]) > 0)

# Comparisons and sizes of neglected effects
no_complex_energy = ENERGY.copy()
no_complex_energy[DOPED & (SITES_USED > 1)] += 100.0
no_complex = solve_neutrality(energy=no_complex_energy)
assert no_complex["n"] > base["n"]
boltz = solve_neutrality(boltzmann=True)
shifted = []
for change in (-0.1, 0.1):
    energy = ENERGY.copy()
    energy[I_SB4V] += change
    shifted.append(solve_neutrality(energy=energy)["n"])
EPS_R, MASS, SOLUBILITY = 11.7, 0.3, 3e19     # rough typical values
n_up, p_up = carriers(EF + h)
n_dn, p_dn = carriers(EF - h)
response = (n_up - n_dn - p_up + p_dn) / (2*h) + CHARGE**2 @ C / KT
permittivity = EPS_R * const.epsilon_0
kappa = math.sqrt(const.e * response * 1e6 / permittivity)
lowering = const.e * kappa / (8 * math.pi * permittivity)
screened = solve_neutrality(energy=ENERGY - lowering * CHARGE**2,
                            lowering=lowering)
bohr_cm = const.physical_constants["Bohr radius"][0] * 100 * EPS_R / MASS
mott = base["n"]**(1/3) * bohr_cm
saturated = solve_neutrality(np.array([SOLUBILITY, 1e14]))
drive = KT * (U[0] - saturated["u"][0])
spacing = (3 / (4*math.pi*(C[I_SB] + C[I_A])))**(1/3) * 1e7

print(f"T = {TEMP:.0f} K, kT = {KT:.5f} eV, gap = {GAP:.2f} eV")
print(f"sites, Nc, Nv = {SITES:.2e}, {NC:.2e}, {NV:.2e} cm^-3")
print(f"total Sb, total A = {TOTALS[0]:.2e}, {TOTALS[1]:.2e} cm^-3")
print("free energies F_n of neutral Sb_nV, n=1..4 (eV):",
      list(CLUSTER.values()))
print("defect | charge | multiplicity | E at EF=0 (eV) | c (cm^-3)")
for j, name in enumerate(NAMES):
    print(f"{name:7s} {CHARGE[j]:+.0f} {MULT[j]:.0f} "
          f"{ENERGY[j]:.2f} {C[j]:.4e}")
print(f"Fermi level = {EF:.6f} eV; separate road = {ef_other:.6f} eV")
print(f"electrons, holes = {base['n']:.4e}, {base['p']:.4e} cm^-3")
print(f"mu_Sb, mu_A (isolated-ion zeros) = {KT*U[0]:.5f}, {KT*U[1]:.5f} eV")
print(f"Sb share: isolated {C[I_SB]/TOTALS[0]:.4f}, "
      f"in Sb4V {4*C[I_SB4V]/TOTALS[0]:.4f}, "
      f"in SbA {C[I_PAIR]/TOTALS[0]:.4f}")
print(f"charge evaluations = {len(base['counts'])}, "
      f"most inner steps = {max(base['counts'])}")
print(f"pure scaled steps to 1e-11 at final EF = {scaled_steps}")
print("eigenvalues of J =", np.round(np.sort(eigen), 4))
print(f"scaled error factor: predicted {predicted_rate:.5f}, "
      f"measured {measured_rate:.5f}")
print(f"undamped largest late log residual = {undamped_residual:.3f}")
print(f"defect-charge slope: formula {slope_formula:.5e}, "
      f"difference {slope_numeric:.5e} cm^-3/eV")
print(f"same slope at fixed mu = {slope_fixed_mu:.5e} cm^-3/eV")
print("canonical/solver for Sb+, SbA, Sb4V:")
print("  100 Sb atoms:", np.round(small, 5))
print("  200 Sb atoms:", np.round(large, 5))
print("  extrapolated:", np.round(extrapolated, 5))
print("total Sb (cm^-3) | EF (eV) | electrons (cm^-3) | isolated share")
for row in sweep:
    print(f"{row[0]:.1e} {row[1]:.4f} {row[2]:.4e} {row[3]:.4f}")
print(f"electrons without complexes = {no_complex['n']:.4e} cm^-3")
print(f"electrons with Boltzmann carriers = {boltz['n']:.4e} cm^-3")
print(f"electrons, Sb4V energy -0.1/+0.1 eV = "
      f"{shifted[0]:.4e}, {shifted[1]:.4e} cm^-3")
print(f"lattice sites used by defects = {100*(SITES_USED@C)/SITES:.3f} %")
print(f"rough permittivity ratio, mass ratio = {EPS_R}, {MASS}")
print(f"n^(1/3) a_B = {mott:.3f} (rough metallic threshold 0.25)")
print(f"screening length, ion-sphere radius = {1e9/kappa:.3f}, "
      f"{spacing:.3f} nm")
print(f"Debye-Hueckel lowering per unit charge = {lowering:.4f} eV")
print(f"electrons with that lowering = {screened['n']:.4e} cm^-3; "
      f"Sb4V = {screened['c'][I_SB4V]:.3e} cm^-3")
print(f"rough Sb solubility = {SOLUBILITY:.1e} cm^-3; "
      f"precipitation drive = {drive:.3f} eV per Sb")
print("checks complete")
```

Output:

```
T = 1073 K, kT = 0.09246 eV, gap = 0.85 eV
sites, Nc, Nv = 5.00e+22, 1.90e+20, 2.10e+20 cm^-3
total Sb, total A = 1.00e+20, 2.00e+19 cm^-3
free energies F_n of neutral Sb_nV, n=1..4 (eV): [2.0, 0.7, -0.7, -2.3]
defect | charge | multiplicity | E at EF=0 (eV) | c (cm^-3)
Sb+     +1 1 0.00 5.5861e+19
A-      -1 1 0.00 1.7943e+19
SbA 0   +0 4 -0.30 2.0567e+18
V 0     +0 1 3.20 4.6653e+07
V -     -1 1 3.65 7.5771e+08
V 2-    -2 1 4.30 1.4150e+09
Sb1V 0  +0 4 2.85 1.9374e+10
Sb1V -  -1 4 3.35 1.8324e+11
Sb2V 0  +0 6 2.40 8.8981e+12
Sb2V -  -1 6 3.00 2.8536e+13
Sb3V 0  +0 4 1.85 5.3565e+15
Sb4V 0  +0 1 1.10 1.0517e+19
Fermi level = 0.707750 eV; separate road = 0.707750 eV
electrons, holes = 3.8017e+19, 9.9520e+16 cm^-3
mu_Sb, mu_A (isolated-ion zeros) = 0.07928, -1.44123 eV
Sb share: isolated 0.5586, in Sb4V 0.4207, in SbA 0.0206
charge evaluations = 13, most inner steps = 5
pure scaled steps to 1e-11 at final EF = 79
eigenvalues of J = [0.9983 2.264 ]
scaled error factor: predicted 0.75042, measured 0.75042
undamped largest late log residual = 1.407
defect-charge slope: formula -4.64754e+20, difference -4.64754e+20 cm^-3/eV
same slope at fixed mu = -7.98197e+20 cm^-3/eV
canonical/solver for Sb+, SbA, Sb4V:
  100 Sb atoms: [1.00496 1.00486 0.99317]
  200 Sb atoms: [1.00248 1.00242 0.99659]
  extrapolated: [0.99999 0.99999 1.00002]
total Sb (cm^-3) | EF (eV) | electrons (cm^-3) | isolated share
3.0e+19 0.5829 1.0370e+19 0.9623
5.0e+19 0.6722 2.6455e+19 0.8926
1.0e+20 0.7078 3.8017e+19 0.5586
2.0e+20 0.7243 4.4892e+19 0.3127
3.0e+20 0.7318 4.8398e+19 0.2198
electrons without complexes = 8.0044e+19 cm^-3
electrons with Boltzmann carriers = 3.9459e+19 cm^-3
electrons, Sb4V energy -0.1/+0.1 eV = 3.3000e+19, 4.3487e+19 cm^-3
lattice sites used by defects = 0.261 %
rough permittivity ratio, mass ratio = 11.7, 0.3
n^(1/3) a_B = 0.694 (rough metallic threshold 0.25)
screening length, ion-sphere radius = 0.739, 1.479 nm
Debye-Hueckel lowering per unit charge = 0.0833 eV
electrons with that lowering = 7.5173e+19 cm^-3; Sb4V = 1.277e+18 cm^-3
rough Sb solubility = 3.0e+19 cm^-3; precipitation drive = 0.087 eV per Sb
checks complete
```
